\section*{Interface Anisotropy from One Spin-Orbit Torque, with Its Angular Error}

\section{One slope in place of an energy difference}

In a model magnetic monolayer, turning the magnetization from the layer normal into the plane raises the electronic free energy by $2.136538$ meV per atom. The slope of that free energy at $45^\circ$, obtained from a single orientation, is $2.136691$ meV per atom. The two differ by seven parts in $10^5$. When the spin-orbit constant is made eight times larger and all other parameters are held fixed, the difference grows to $6\%$. The angular form of the free energy shows which terms make up the difference, and an expansion in the spin-orbit constant shows how it begins to grow.

Let $\theta$ be the angle between the magnetization direction and the normal $z$. The magnetization turns in the $xz$ plane,
\begin{equation}
\mathbf m=(\sin\theta,0,\cos\theta).
\end{equation}
Define the anisotropy and the slope by
\begin{equation}
A=F(90^\circ)-F(0),\qquad T(\theta)=\frac{dF}{d\theta}.
\end{equation}
Positive $A$ means that the normal has a lower free energy than the in-plane direction; it does not exclude a still lower minimum at an angle between them. Angles are in radians when differentiated, so $T$ has the unit of energy. The mechanical torque that drives $\theta$ is $-T$. The slope $T$ is an equilibrium property of the electrons, not the torque exerted by a current in a switching device.

\section{The angular error}

The potential and the size of the exchange field are held fixed while $\mathbf m$ turns. Time reversal then gives $F(\mathbf m)=F(-\mathbf m)$. Assume also a twofold rotation axis along $z$, so that the azimuths $\phi$ and $\phi+180^\circ$ are equivalent. Changing $\theta$ to $-\theta$ is the same as adding $180^\circ$ to $\phi$, so $F$ is even in $\theta$. Reversing $\mathbf m$ changes $\theta$ to $180^\circ-\theta$ and adds $180^\circ$ to $\phi$; the twofold axis removes the second change. Hence
\begin{equation}
F(\theta)=F(-\theta)=F(180^\circ-\theta).
\end{equation}
The first equality leaves cosines $\cos j\theta$ in the Fourier series, and the second leaves even $j$. Each $\cos2n\theta$ is a polynomial of degree $n$ in $\sin^2\theta$. When the series can be rearranged in powers,
\begin{equation}
F(\theta)=F(0)+\sum_{n\ge1}K_n\sin^{2n}\theta .
\end{equation}
At $90^\circ$ every sine is one, so $A=\sum_nK_n$. Differentiation gives
\begin{equation}
T(\theta)=\sum_{n\ge1}2nK_n\sin^{2n-1}\theta\cos\theta .
\end{equation}
At $45^\circ$ both sine and cosine equal $2^{-1/2}$. Their product contains $2n$ such factors and equals $2^{-n}$. Therefore
\begin{align}
T(45^\circ)&=\sum_{n\ge1}\frac{n}{2^{n-1}}K_n
=K_1+K_2+\tfrac34K_3+\tfrac12K_4+\cdots,\\
T(45^\circ)-A&=-\tfrac14K_3-\tfrac12K_4-\tfrac{11}{16}K_5-\cdots .
\label{error}
\end{align}
If the series ends at $\sin^4\theta$, the slope equals the anisotropy. If it ends at $\sin^6\theta$, the slope is $A-K_3/4$: too low for positive $K_3$, too high for negative $K_3$. For a longer series, $-K_3/4$ is the first term of the error.

The error is small relative to $A$ when the higher coefficients are small relative to the sum of all of them. This can fail near a reorientation, where $K_1$ and $K_2$ nearly cancel. In a series ending at $\sin^6\theta$, the slope even has the wrong sign if $A$ lies between zero and $K_3/4$.

The symmetry condition matters too. A threefold axis without a twofold one permits
\begin{equation}
F_3=G\sin^3\theta\cos\theta\cos3\phi .
\end{equation}
Under reversal of $\mathbf m$, both $\cos\theta$ and $\cos3\phi$ change sign, so time reversal allows this term. It vanishes at $\theta=0$ and $90^\circ$ and adds nothing to $A$, but at $\phi=0$
\begin{equation}
\left.\frac{dF_3}{d\theta}\right|_{45^\circ}
=G(3\sin^2\theta\cos^2\theta-\sin^4\theta)_{45^\circ}
=G\left(\tfrac34-\tfrac14\right)=\frac G2 .
\end{equation}
At $\phi=180^\circ$ the sign is reversed. The mean of the two slopes removes this term.

\section{A series that ends at the sixth power}

A single spin $S=3$ gives a case that can be worked by hand. In dimensionless energy units take
\begin{equation}
H_S=-S_z^2+0.2S_z^4+0.05S_z^6 .
\end{equation}
Its state fully polarized along $\mathbf m$ is equivalent to six spins one-half, all pointing along $\mathbf m$. Each is up with probability $p=\cos^2(\theta/2)$ and down with probability $q=\sin^2(\theta/2)$. The probability of $S_z=M$ is thus $\binom{6}{3+M}p^{3+M}q^{3-M}$. The energies $h_{|M|}$ are
\begin{equation}
h_0=0,\quad h_1=-0.75,\quad h_2=2.4,\quad h_3=43.65 .
\end{equation}
Let $u=pq=\sin^2\theta/4$. Since $p+q=1$,
\begin{align}
p^2+q^2&=1-2u,\qquad p^4+q^4=1-4u+2u^2,\\
p^6+q^6&=1-6u+9u^2-2u^3 .
\end{align}
Adding the probabilities of $M$ and $-M$ gives the mean energy
\begin{align}
E={}&h_3(1-6u+9u^2-2u^3)+6h_2u(1-4u+2u^2)\nonumber\\
&+15h_1u^2(1-2u)+20h_0u^3 .
\end{align}
The series ends at $u^3$, hence at $\sin^6\theta$. Collecting powers and using $u^n=\sin^{2n}\theta/4^n$,
\begin{align}
K_1&=\frac{-6h_3+6h_2}{4}=-61.875,\\
K_2&=\frac{9h_3-24h_2+15h_1}{16}=20.25,\\
K_3&=\frac{-2h_3+12h_2-30h_1+20h_0}{64}=-0.5625 .
\end{align}
Their sum is $A=-42.1875$. The slope at $45^\circ$ is $-61.875+20.25-0.421875=-42.046875$. The difference is $+0.140625=-K_3/4$. For $S=2$ there are four spins one-half, so the series ends at $\sin^4\theta$ and the difference vanishes.

\section{The slope as an operator average}

For electrons in a solid, the slope need not be found by finite differences. Let $\mathbf L$ be the orbital angular momentum in units of $\hbar$, $s_i$ the spin one-half operators, $\xi$ the spin-orbit constant and $\Delta$ the exchange splitting. Attach a right-handed frame to the magnetization:
\begin{equation}
\mathbf e_1=(\cos\theta,0,-\sin\theta),\quad
\mathbf e_2=(0,1,0),\quad \mathbf e_3=\mathbf m .
\end{equation}
Spin components along these axes obey the same commutation rules as those along fixed axes. A spin rotation therefore represents them by the same fixed matrices $s_1,s_2,s_3$ at every angle. The hopping part $H_0$ does not act on spin and is unchanged. The Hamiltonian becomes
\begin{equation}
H(\theta)=H_0-\Delta s_3+\xi\sum_{i=1}^3(\mathbf L\cdot\mathbf e_i)s_i .
\end{equation}
Only the last term depends on angle. From the frame vectors, $\mathbf e_1'=-\mathbf e_3$, $\mathbf e_2'=0$ and $\mathbf e_3'=\mathbf e_1$, so
\begin{equation}
\frac{\partial H}{\partial\theta}
=\xi\left[(\mathbf L\cdot\mathbf e_1)s_3-
(\mathbf L\cdot\mathbf e_3)s_1\right].
\label{operator}
\end{equation}

The number of electrons $N$ is fixed and the levels $\varepsilon_a$ have Fermi occupations $f_a$ at temperature $\tau$. With chemical potential $\mu$,
\begin{equation}
F=\Omega+\mu N,\qquad
\Omega=-k_B\tau\sum_a\ln\left[1+e^{(\mu-\varepsilon_a)/k_B\tau}\right].
\end{equation}
Differentiating this expression gives $\partial\Omega/\partial\mu=-\sum_af_a=-N$ and $\partial\Omega/\partial\varepsilon_a=f_a$. The change of $\mu$ with angle then drops out:
\begin{equation}
\frac{dF}{d\theta}=\left.\frac{\partial\Omega}{\partial\theta}\right|_\mu
+\left(\frac{\partial\Omega}{\partial\mu}+N\right)\frac{d\mu}{d\theta}
=\left.\frac{\partial\Omega}{\partial\theta}\right|_\mu .
\end{equation}
Write $\Omega=\operatorname{Tr}g(H)$, where $g'(\varepsilon)=f(\varepsilon)$. For a power of $H$, the cyclic property of the trace gives $d\operatorname{Tr}H^p/d\theta=p\operatorname{Tr}(H^{p-1}H')$. Applied to a polynomial, and by approximation to the smooth function $g$ on the bounded spectrum, this becomes
\begin{equation}
T(\theta)=\operatorname{Tr}\left[\rho\,\frac{\partial H}{\partial\theta}\right],
\qquad \rho=f(H).
\label{trace}
\end{equation}
No derivative of an eigenvector is needed, and degenerate levels need no separate treatment.

The quantity differentiated is $F$, not the band-energy sum $E=\sum_af_a\varepsilon_a$. Since $E=F+\tau\mathcal S$, with $\mathcal S$ the electronic entropy, their slopes differ by $\tau\,d\mathcal S/d\theta$.

\section{Algorithm}

For a band model with a frozen exchange field, the calculation is:
\begin{enumerate}
\item Choose the azimuth and build $H$ at $\theta=45^\circ$ for each wave vector $\mathbf k$.
\item Diagonalize each matrix and find one $\mu$ that gives the required mean electron number.
\item Form $\rho$ from the occupied states and average it over $\mathbf k$.
\item Evaluate (\ref{trace}) with the operator (\ref{operator}). The result estimates $A$.
\item Refine the $\mathbf k$ mesh. Add the slopes at $30^\circ$ and $60^\circ$ when the angular error must be estimated.
\end{enumerate}
A small error $\delta$ in the angle does little harm when $K_1$ dominates. Then $T\simeq K_1\sin2\theta$, and $\sin(90^\circ+2\delta)=\cos2\delta\simeq1-2\delta^2$. For one degree the relative change is $6\times10^{-4}$. In the example below the small $\sin4\theta$ part of $T$ adds a shift linear in $\delta$, and the change is $5\times10^{-4}$ at $46^\circ$ and $7\times10^{-4}$ at $44^\circ$: small for most uses, but larger than the one-angle error there.

\section{A metallic monolayer}

The example is a square lattice with spacing $0.29$ nm, five $d$ orbitals and seven $d$ electrons per atom. It has $\xi=50$ meV, $\Delta=2.5$ eV and $\tau=300$ K, for which $k_B\tau=25.9$ meV. Nearest-neighbour hopping is diagonal in the orbital momentum about the bond. Its values are $-0.40$, $0.20$ and $-0.02$ eV for momentum magnitudes $0$, $1$ and $2$. Second-neighbour hopping is reduced by the inverse fifth power of distance. The $3z^2-r^2$ orbital is raised by $0.50$ eV to represent the interface.

Matrix diagonalization on an $80\times80$ mesh of wave vectors gives
\begin{align}
A&=2.136538\ \text{meV/atom}=4.07\ \text{mJ/m}^2,\\
T(45^\circ)&=2.136691\ \text{meV/atom},\\
T(45^\circ)-A&=0.000153\ \text{meV/atom}.
\end{align}
The many digits serve to resolve a difference within one model; they do not describe a material. On a $112\times112$ mesh both energies fall by $0.000015$ meV and their difference is still $0.000153$ meV.

To obtain the coefficients, $F$ was computed at thirteen equally spaced angles from $0$ to $90^\circ$. The values were solved for the amplitudes of $\cos2n\theta$, which were then converted to powers of $\sin^2\theta$. The first three coefficients are
\begin{equation}
K_1=2.131815,\quad K_2=0.005395,\quad K_3=-0.000700\ \text{meV/atom}.
\end{equation}
Thus $-K_3/4=0.000175$ meV, while the actual error is $0.000153$ meV. The remaining $-0.000022$ meV is the combined effect of the higher powers. Their separate values are less certain. In $\cos24\theta$, for example, the coefficient of $\sin^{10}\theta$ is about $-1.4\times10^7$, so a rounding error of $10^{-15}$ eV in that amplitude would change $K_5$ by about $10^{-5}$ meV. The total error does not require this conversion.

The slope of the band-energy sum, from finite differences around $45^\circ$, is $2.553$ meV. It exceeds $T$ by $0.417$ meV, or $19\%$ of $T$. This is the entropy term $\tau\,d\mathcal S/d\theta$. At this temperature, confusing $E$ with $F$ would cost far more than using one angle.

\section{Growth of the error with spin-orbit coupling}

Harmonics show where the error first appears. Write
\begin{equation}
T(\theta)=\sum_{n\ge1}b_n\sin2n\theta .
\end{equation}
Integration from $0$ to $90^\circ$ gives $(1-\cos n\pi)/(2n)$ for each sine, which is $1/n$ for odd $n$ and zero for even $n$. At $45^\circ$ the odd sines alternate in sign. Consequently
\begin{align}
A&=b_1+\frac{b_3}{3}+\frac{b_5}{5}+\cdots,\\
T(45^\circ)&=b_1-b_3+b_5-\cdots,\\
T(45^\circ)-A&=-\frac43b_3+\frac45b_5-\cdots .
\end{align}
The error thus begins with the harmonic $6\theta$.

Now expand $F$ in powers of $\xi$. A term of order $\xi^p$ contains $p$ spin operators, averaged in a state whose only spin direction is $\mathbf m$. This average is a tensor with $p$ vector indices. It contains angular momenta no higher than $p$, and therefore no harmonic above $p\theta$. Shifts of $\mu$ at fixed $N$ produce products of such terms; their orders and angular momenta add, so the bound survives. The harmonic $6\theta$ can first occur at $p=6$. Unless its coefficient happens to vanish, the error grows as $\xi^6$ for weak coupling, whereas $A$ can begin at $\xi^2$.

Between $\xi=8$ and $16$ meV, the base-two logarithm of the error ratio is $5.92$, close to six. At larger coupling, with the other parameters fixed, the results are as follows.
\begin{center}
\begin{tabular}{cccc}
$\xi$ & $A$ & $T(45^\circ)$ & error$/A$\\
(meV) & (meV/atom) & (meV/atom) & (\%)\\
50 & 2.1365 & 2.1367 & 0.007\\
100 & 7.5531 & 7.5604 & 0.10\\
200 & 22.0963 & 22.3506 & 1.2\\
400 & 45.6981 & 48.4161 & 5.9
\end{tabular}
\end{center}
From $200$ to $400$ meV, the error rises from $0.2544$ to $2.7180$ meV, a factor of $10.7$ instead of $2^6=64$. The leading power no longer describes it. The relative error still increases because $A$ grows by a factor of only $2.1$.

Low temperature requires similar care. Fermi occupations smooth $F$ when a level crosses $\mu$. At zero temperature such a crossing can make derivatives of $F$ discontinuous, and a rapidly convergent series is not assured.

\section{A three-angle estimate}

Two further slopes can remove the leading error. In $T(30^\circ)+T(60^\circ)$, the factor multiplying $b_n$ is $\sin(n\pi/3)+\sin(2n\pi/3)$. For $n=1,2,3,4,5$ it equals $\sqrt3,0,0,0,-\sqrt3$. If harmonics beyond $b_4$ vanish,
\begin{equation}
b_1=\frac{T(30^\circ)+T(60^\circ)}{\sqrt3},\qquad
b_3=b_1-T(45^\circ).
\end{equation}
Substitution in $A=b_1+b_3/3$ gives
\begin{equation}
A\simeq\frac{4}{3\sqrt3}\left[T(30^\circ)+T(60^\circ)\right]
-\frac13T(45^\circ).
\end{equation}
This estimate is exact for a series ending at $\sin^8\theta$. For the $50$ meV example it gives $2.136536$ meV, which is $0.000002$ meV below $A$. In this example its difference from $T(45^\circ)$ therefore estimates the one-angle error without a separate energy calculation. Even harmonics cancel from $A$, from $T(45^\circ)$ and from $T(30^\circ)+T(60^\circ)$. The estimate of the error is therefore reliable when the odd harmonics from $b_5$ on are small compared with $b_3$.

\section{What the anisotropy number leaves out}

The parameters are round values chosen with an iron/magnesium-oxide memory interface in mind, not fitted to one. Without exchange and spin-orbit coupling the model's $d$ band is about $2.4$ eV wide. This is less than the exchange splitting, so the two spin bands do not overlap; in iron the $d$ band is wider and they do. Interface anisotropies there are roughly $1$--$2$ mJ/m$^2$, so the model's $4.07$ mJ/m$^2$ is high. Its orbital moment along $\mathbf m$, $0.36\hbar$ at $0^\circ$ and $0.21\hbar$ at $90^\circ$, is also large beside the rough size of $0.1\hbar$ for iron. A real electrode has several atomic layers and explicit bonds to oxygen, which a single shifted orbital does not reproduce.

The most serious omission found here is orbital polarization. An energy $-\frac12B\langle L\rangle^2$, with a rough $B=0.1$ eV, changes $A$ by
\begin{equation}
\frac B2\left(0.3550^2-0.2148^2\right)=4.0\ \text{meV/atom}.
\end{equation}
This exceeds $A$ itself. The moments are held fixed here, although this energy favours larger ones. When they are allowed to respond self-consistently, they grow to about $1.9\hbar$ and $1.3\hbar$ and $A$ rises to about $42$ meV per atom, a sign that the orbital response of this narrow-band model is far stronger than that of iron. The figure is not a correction to add, but it shows that the absolute anisotropy is not predictive.

Magnetic dipoles favour the plane. For moment $M$ and spacing $a$, their pair energy gives
\begin{equation}
A_{\rm dip}=-\frac34\,\frac{\mu_0M^2}{4\pi a^3}
\sum_{\mathbf R\ne0}\frac{a^3}{R^3}.
\end{equation}
The factor $-\frac34$ arises because half the lattice sum is multiplied by $1$ for normal moments and by $1-\frac32=-\frac12$ for in-plane moments. Direct summation with an integral for the distant part gives $9.0336$. With the computed spin moment of $3.00$ Bohr magnetons, $A_{\rm dip}=-0.134$ meV per atom. This energy varies as $\sin^2\theta$, so adding it changes $A$ and $T(45^\circ)$ equally.

Thermal spin disorder is also absent. If $K_1$ follows the cube of the reduced magnetization, and that cube is estimated as $1-(\tau/\tau_C)^{3/2}$, a rough Curie temperature $\tau_C=1000$ K gives a factor of $0.84$ at $300$ K. The loss is then about $0.35$ meV. This law is only a rough guide: bulk iron keeps about $98\%$ of its magnetization at $300$ K, a cube of about $0.94$, whereas a monolayer can lose much more than the bulk.

Two smaller effects still exceed the angular error. Spin-orbit coupling changes the orbital occupations by $\delta n_i$; the larger value of $\frac U2\sum_i\delta n_i^2$ at the two end orientations, with a rough $U=1$ eV, is $0.011$ meV. This sizes the neglected relaxation of the occupations alone; changes in the off-diagonal part of the density matrix, which include the orbital moments, are not counted. Turning the in-plane magnetization from $\phi=0$ to $45^\circ$ changes $F$ by $0.003$ meV, so the in-plane endpoint must be specified. For this light-element example, the choice of one angle is therefore a minor source of error. At $\xi=400$ meV its contribution is $2.7$ meV per atom, about $6\%$ of $A$. There $b_5=0.72$ meV is not small beside $b_3=-1.58$ meV. The three-angle estimate gives $44.33$ meV, $1.4$ meV below $A$, and puts the one-angle error at $4.1$ meV instead of $2.7$ meV, so it signals the problem without removing it.
